\section*{Random Doping That Maximizes Active Donors When Close Neighbours Deactivate}

\section{The problem}

A silicon layer 10 nm thick is heavily doped with donors to make an n-type contact. It is annealed at 1300 K and used at 300 K. Each silicon site is occupied by a donor with probability $x$, independently of all other sites. A donor is \emph{active}, meaning that it supplies one conduction electron, if none of its first and second neighbour sites holds another donor. Otherwise it is inactive.

Find the fraction $x$ that gives the largest density of active donors, and find that density. How sharply must the doping be controlled, and how far can the answer be trusted for a real contact?

The fraction $x$ refers to all lattice sites, not to the donors. The crystal is taken to be large, so that surfaces do not matter, and densities are averages over the random positions.

\subsection*{Counting sites and neighbours}

Silicon has the diamond structure, with cubic lattice constant $a=0.5431$ nm and eight sites per cubic cell. The site density is therefore
\begin{equation}
N=\frac{8}{a^3}=\frac{8}{(0.5431\times10^{-7}\ \text{cm})^3}=4.994\times10^{22}\ \text{cm}^{-3}.
\end{equation}
In units of $a/4$, the vectors from a site to its first neighbours are $(1,1,1)$, $(1,-1,-1)$, $(-1,1,-1)$ and $(-1,-1,1)$, or the negatives of these on the other sublattice. There are 4, at distance $\sqrt3\,a/4=0.235$ nm. The second neighbours lie at $(\pm2,\pm2,0)$ and its permutations. There are $3\times4=12$, at distance $\sqrt8\,a/4=a/\sqrt2=0.384$ nm. The number of sites that must be free of donors is $z=4+12=16$.

\section{A tempting wrong solution}

Each of the 16 neighbour sites is occupied with probability $x$. It is tempting to add these probabilities and say that a donor is inactive with probability $16x$. The active density would then be
\begin{equation}
n_{\text{wrong}}(x)=Nx(1-16x).
\end{equation}
Setting the derivative to zero gives
\begin{equation}
N(1-32x)=0,\qquad x=\frac1{32}\approx3.1\,\%,
\end{equation}
and the corresponding density is
\begin{equation}
n_{\text{wrong}}=\frac{N}{32}\left(1-\frac{16}{32}\right)=\frac{N}{64}=7.8\times10^{20}\ \text{cm}^{-3}.
\end{equation}

\subsection*{Where it fails}

One symptom is that $n_{\text{wrong}}$ becomes negative for $x>1/16$, which no density can do. The cause is the addition of probabilities. That is allowed for events that exclude each other, but two neighbour sites can both be occupied. A donor with two donor neighbours is inactive once, yet the sum counts it twice.

The quantity $16x$ does have a meaning: it is the \emph{mean number} of donor neighbours. What is needed is the probability of \emph{at least one}. Since all 16 sites are empty with probability $(1-x)^{16}$, this is
\begin{equation}
1-(1-x)^{16}=16x-120x^2+560x^3-\dots
\end{equation}
The coefficient $120=16\cdot15/2$ is the number of pairs of neighbour sites; this term removes the double counting. At $x=1/32$ the first three terms are $0.500-0.117+0.017=0.400$. The wrong solution thus declares 50\,\% of the donors inactive where about 40\,\% are. The linear form is good only for $16x\ll1$, and the maximum does not lie in that range.

\section{The right solution}

A given site is an active donor if it is occupied and its $z$ neighbours are all empty. These are conditions on $z+1$ different sites, and the sites are independent, so the probabilities multiply:
\begin{equation}
n(x)=N\,x\,(1-x)^{z}.
\label{eq:n}
\end{equation}
The activities of two nearby donors are \emph{not} independent, because they may share neighbour sites. This does not affect the mean density: the mean of a sum is the sum of the means, whether or not the terms are correlated. Equation~\eqref{eq:n} therefore needs no approximation beyond the stated model.

The product rule gives
\begin{align}
\frac1N\frac{dn}{dx}&=(1-x)^z-zx(1-x)^{z-1}\nonumber\\
&=(1-x)^{z-1}\left[(1-x)-zx\right]\nonumber\\
&=(1-x)^{z-1}\left[1-(z+1)x\right].
\label{eq:dn}
\end{align}
For $0<x<1$ the first factor is positive. The bracket changes sign once, from plus to minus, so there is a single maximum at
\begin{equation}
x^*=\frac1{z+1}.
\end{equation}
The derivative also vanishes at $x=1$, but there every site holds a donor, none is active, and $n=0$ is the minimum. Inserting $1-x^*=z/(z+1)$ into \eqref{eq:n},
\begin{equation}
n^*=\frac{N}{z+1}\left(\frac{z}{z+1}\right)^z .
\end{equation}

For $z=16$ the best fraction is $x^*=1/17=5.88\,\%$. The total donor density is $N/17=2.94\times10^{21}$ cm$^{-3}$, and the active share is $(16/17)^{16}=0.379$. Hence
\begin{equation}
n^*=0.379\times2.94\times10^{21}\ \text{cm}^{-3}=1.11\times10^{21}\ \text{cm}^{-3},
\end{equation}
or $1.11\times10^{-3}$ \AA$^{-3}$. Over a thickness of $10^{-6}$ cm this is $2.94\times10^{15}$ donors per cm$^2$, of which $1.11\times10^{15}$ are active.

Direct counting supports this. Donors were placed at random on twelve periodic lattices of 110\,592 sites, with neighbours identified by distance. The active donors were counted at values of $x$ spaced by 0.5\,\%, and a smooth curve was fitted to the counts. It peaks at $x=5.87\,\%$, with 0.02241 active donors per site; the formula gives 0.02230.

\section{Why the maximum lies there}

Most donors are inactive at the optimum, which may look wasteful. The reason appears when one more donor is put on a randomly chosen empty site.

\emph{Gain.} The new donor is active if its $z$ neighbours are empty, which has probability $(1-x)^z$.

\emph{Loss.} Any active donor next to the chosen site is switched off. A particular neighbour site holds an active donor if it is occupied and its other $z-1$ neighbours are empty; its remaining neighbour is the chosen site, already known to be empty. The probability is $x(1-x)^{z-1}$. Adding the mean losses over $z$ neighbours gives $zx(1-x)^{z-1}$. Here addition is correct, because a mean number is wanted.

Gain minus loss is the first line of \eqref{eq:dn}. This is no accident: raising $x$ by $dx$ adds $N\,dx$ donors on random empty sites, so $(1/N)\,dn/dx$ is the mean change in active donors per added donor. At the optimum each added donor switches off, on average, as much as it contributes. Both terms then equal $(16/17)^{16}=0.379$. Counting them on ten random lattices of the same size gave 0.377 for the gain and 0.385 for the loss, both within 2\,\% of this value.

\subsection*{Two limits}

For small $x$, expanding \eqref{eq:n} gives $n\approx Nx(1-zx)$, the expression used in the wrong solution. It is a sound low-doping formula carried too far.

For large $z$, the active share at the optimum follows from
\begin{equation}
\ln\left(\frac{z}{z+1}\right)^z=-z\ln\left(1+\frac1z\right)=-1+\frac1{2z}-\dots,
\end{equation}
so the share tends to $1/e=36.8\,\%$. For $z=16$ the correction factor is about $1+1/32$, which accounts for the value 37.9\,\%.

\subsection*{Random against ordered positions}

The limit $n^*$ comes from randomness, not from lack of room. Suppose one donor is put at the same position in every cubic cell. The closest donors are then $a$ apart, farther than the second-neighbour distance $a/\sqrt2$, and all are active. Their density is $N/8=6.2\times10^{21}$ cm$^{-3}$, more than five times $n^*$. A process that keeps donors out of each other's 16-site range can therefore beat the random result.

\section{How sharply must the doping be controlled?}

Near the maximum it is convenient to use the logarithm,
\begin{equation}
\ln n=\ln N+\ln x+z\ln(1-x).
\end{equation}
Differentiating twice and inserting $x^*=1/(z+1)$,
\begin{align}
\frac{d^2\ln n}{dx^2}&=-\frac1{x^2}-\frac{z}{(1-x)^2}\nonumber\\
&\to-(z+1)^2-\frac{(z+1)^2}{z}=-\frac{(z+1)^3}{z}.
\end{align}
For $z=16$ this is $-307$. A loss of 5\,\% means that $\ln n$ falls by $-\ln0.95=0.0513$. In the parabolic approximation the allowed deviation $\delta$ obeys
\begin{equation}
\tfrac12(307)\,\delta^2=0.0513,\qquad \delta=0.018,
\end{equation}
which gives a window from 4.1\,\% to 7.7\,\%. Solving $n(x)=0.95\,n^*$ numerically gives 4.2\,\% to 7.9\,\%. The shift to higher $x$ has the sign of the third derivative,
\begin{equation}
\frac{d^3\ln n}{dx^3}=\frac2{x^3}-\frac{2z}{(1-x)^3}\to2(z+1)^3\left(1-\frac1{z^2}\right)>0,
\end{equation}
which makes the curve fall more slowly above the maximum than below it.

The top is flat. Within this model, a doping of 4.2\,\% uses 28\,\% fewer donors than the optimum and gives up 5\,\% of the active density. Larger errors cost more: half the best doping gives 82\,\% of $n^*$, and twice the best doping gives 71\,\%.

\section{How far can the answer be trusted?}

\subsection*{The range of deactivation}

The rule that 16 sites matter is an assumption, and the result depends on it directly through $x^*=1/(z+1)$. If first neighbours alone deactivate, $z=4$, and the optimum moves to $20\,\%$ with $n^*=4.1\times10^{21}$ cm$^{-3}$. If the 12 third neighbours are included as well, $z=28$, and the optimum is 3.4\,\% with $n^*=6.4\times10^{20}$ cm$^{-3}$. One extra shell lowers the maximum by 42\,\%.

\subsection*{Donors that attract or repel}

During the anneal donors can move, and their energies then affect their positions. As a simple model, let every pair of donors within the 16-site range have the energy $E$, and let the positions reach equilibrium at $T=1300$ K, where $kT=0.112$ eV. Monte Carlo sampling of this lattice gas on 13\,824 sites, with $x$ varied at fixed $E$ and $T$, gave these maxima:
\begin{center}
\begin{tabular}{ccc}
$E$ (eV) & best $x$ & active density (cm$^{-3}$)\\
$-0.02$ & 5.2--5.4\,\% & $9.7\times10^{20}$\\
$0$ & 5.9\,\% & $1.11\times10^{21}$\\
$+0.10$ & 8.4\,\% & $2.0\times10^{21}$
\end{tabular}
\end{center}
The directions are as expected: attraction makes close pairs more frequent, repulsion less. Because the top is flat, the sampled position of a maximum moves by up to 0.3 percentage points with the run and the fitting curve, while its height changes by about 1\,\%.

A rough estimate is available. At low doping, the chance that a site next to a donor is occupied is $gx$ instead of $x$, with the Boltzmann factor $g=e^{-E/kT}$. If this is used at all dopings, $n\approx Nx(1-gx)^{16}$. With $y=gx$ this becomes $(N/g)\,y(1-y)^{16}$, whose maximum is at $y=1/17$, so $x=1/(17g)$. For $E=+0.10$ eV, $g=e^{-0.893}=0.41$ and the estimate is 14\,\%, far above the sampled 8.4\,\%. For $E=-0.02$ eV, $g=1.20$ and it gives 4.9\,\% instead of 5.2--5.4\,\%. The low-doping factor exaggerates the shift in both cases. The estimate treats each neighbour site as if no further donors were near, so at several per cent doping it is only a rough guide.

Is 0.10 eV a reasonable size? Two ionized donors repel through a potential screened by the conduction electrons. In atomic units, let $\phi$ be the potential around one ion of charge $+1$ in a medium of dielectric constant $\varepsilon$. If $\phi$ is small and varies slowly, the electron density rises by $(dn/d\mu)\phi$, where $\mu$ is the electron chemical potential. Poisson's equation becomes
\begin{equation}
\nabla^2\phi-q^2\phi=-\frac{4\pi}{\varepsilon}\,\delta(\mathbf r),\qquad q^2=\frac{4\pi}{\varepsilon}\frac{dn}{d\mu},
\end{equation}
and its solution that vanishes at infinity is $\phi=e^{-qr}/(\varepsilon r)$, which is also the energy of a second unit charge at distance $r$. With $\varepsilon=11.7$ and the electron density $n^*$, the screening length $1/q$ at 1300 K is 0.40 nm. At the second-neighbour distance the repulsion is 0.12 eV. The same formula gives 0.29 eV for first neighbours and 0.09 eV for third neighbours, so a single energy that stops at the second shell is a simplification. These numbers take $dn/d\mu$ from the parabolic valleys described below. Empirical pseudopotential bands hold more states at this filling, which shortens the screening length to about 0.34 nm and lowers the second-neighbour repulsion to about 0.10 eV. The estimate also takes both donors of a close pair to be ionized during the anneal, although the deactivation rule lets such a pair supply no electrons in use. It is an order of magnitude only: the potential changes strongly over one screening length, and a static dielectric constant is doubtful at 0.38 nm. Chemical binding between donors, which could reverse the sign of $E$, is left out.

\subsection*{The electrons and the vacancies they favour}

With one electron per active donor, the electron gas is dense. Silicon has six conduction valleys, each with two spin states. At zero temperature they are filled up to a wave number $k_F$ in the equivalent spherical valley, so
\begin{equation}
n=6\cdot2\cdot\frac{1}{(2\pi)^3}\,\frac{4\pi k_F^3}{3}=\frac{2k_F^3}{\pi^2},\qquad \mu=\frac{k_F^2}{2m},
\end{equation}
in atomic units, with $m=(0.92\times0.19^2)^{1/3}=0.32$ from rough typical masses. For $n=n^*$ this gives about 0.37 eV above the band edge. The calculation at 300 K gives the same to two figures, which is 14 times $kT$. The gas is strongly degenerate, and Boltzmann statistics would be wrong for it. The value 0.37 eV is only a rough guide, however. The conduction bands at the zone boundary point X lie only about 0.13 eV above the band edge, so at this filling the valleys are no longer separate parabolic pockets. The true bands hold more states at these energies than the parabolas do, which lowers $\mu$ to roughly 0.3 eV. Band-gap narrowing is neglected as well.

Freezing of electrons onto isolated donors is not a concern. The Bohr radius of an isolated donor, $\varepsilon/m_c$ in atomic units with $m_c=3/(1/0.92+2/0.19)=0.26$, is 2.4 nm. The mean spacing $(n^*)^{-1/3}$ is 0.96 nm, so the donor orbitals overlap heavily and separate bound states are not a valid picture.

The high chemical potential has a less welcome effect. A vacancy that takes up two electrons draws them from a reservoir at energy $\mu$, so its formation energy is lower by $2\mu$ than with the chemical potential at the band edge, all else held fixed. At 1300 K the parabolic valleys give $\mu=0.34$ eV, and with this value the equilibrium number of such vacancies rises by the factor
\begin{equation}
e^{2\mu/kT}=e^{2(0.34)/0.112}\approx4\times10^2 .
\end{equation}
The factor is sensitive to the band model: lowering $\mu$ by 0.1 eV divides it by 6. The states missing from the parabolic model lower $\mu$ by roughly this much: empirical pseudopotential bands give 0.23 to 0.24 eV at 1300 K, and the factor drops to about 60 to 80. Vacancies can bind donors into inactive complexes. The random-pair model contains none of these, and the expected rise in vacancies is a reason not to dismiss them at this doping. It does not by itself say how many donors they deactivate.

\subsection*{Beside a real contact}

In silicon heavily doped with phosphorus or arsenic and annealed by ordinary thermal means, active densities are roughly a few times $10^{20}$ cm$^{-3}$. The model's $1.1\times10^{21}$ cm$^{-3}$ is above this range. Real layers break the assumption that donors stay on random lattice sites: they can form complexes with vacancies, or precipitate once the solubility limit is passed. The total density at the optimum, $2.9\times10^{21}$ cm$^{-3}$, is above the solubility of phosphorus at 1300 K, roughly $10^{21}$ cm$^{-3}$, and close to that of arsenic. Neither loss is computed here. Of the changes that were computed, a third deactivating shell moves the maximum to $6.4\times10^{20}$ cm$^{-3}$ and a weak attraction of 0.02 eV lowers it by about 13\,\%, while a repulsion of 0.10 eV raises it by about 80\,\%. The boundaries of the layer matter little by comparison. At each of them, the free surface and the border with undoped silicon, 3 to 4\,\% of the sites of a 10 nm layer have fewer than 16 neighbour sites that can hold a donor, which raises the active density at $x^*$ by about 1\,\% per boundary.

The value $x^*=1/17$ is thus the optimum for random donors with a 16-site deactivation rule. It can guide the choice of doping only where the donors are held in random positions and vacancy complexes and precipitates are kept few.

\section*{Calculated quantities}
\begin{verbatim}
lattice constant: 0.5431 nm
first-neighbour distance: 0.2352 nm
second-neighbour distance: 0.3840 nm
site density: 4.994e+22 cm^-3
best doping fraction, formula: 5.882 %
best doping fraction, counted: 5.87 %
active sites / all sites, formula: 0.02230
active sites / all sites, counted: 0.02241
active share of donors at best: 37.91 %
1/e for comparison: 36.79 %
total donor density at best: 2.938e+21 cm^-3
maximum active density: 1.114e+21 cm^-3
maximum active density: 1.114e-03 angstrom^-3
counted gain per added donor at best: 0.377
counted loss per added donor at best: 0.385
curvature of ln n at best: -307.1
95% window, lower fraction: 4.23 %
95% window, upper fraction: 7.89 %
active density at half best x: 9.110e+20 cm^-3
  relative to maximum: 81.8 %
active density at twice best x: 7.931e+20 cm^-3
  relative to maximum: 71.2 %
layer thickness: 10 nm
donors per area: 2.938e+15 cm^-2
active per area: 1.114e+15 cm^-2
z=4: best x 20.00 %, counted 19.92 %
z=4: max active 4.091e+21 cm^-3
z=28: best x 3.45 %, counted 3.48 %
z=28: max active 6.447e+20 cm^-3
masses (long., trans.): 0.92, 0.19 electron masses
dielectric constant: 11.7
thermal energy at 300 K: 0.0259 eV
thermal energy at 1300 K: 0.1120 eV
mu above band edge at 300 K: 0.368 eV
mu above band edge at 1300 K: 0.337 eV
doubly negative vacancy factor: 409
screening length at 1300 K: 0.397 nm
screened repulsion, 2nd neighbours: 0.122 eV
pair energy -0.02 eV: best x 5.4 %, active 9.74e+20 cm^-3
pair energy +0.00 eV: best x 5.9 %, active 1.11e+21 cm^-3
pair energy +0.10 eV: best x 8.4 %, active 1.96e+21 cm^-3
donor Bohr radius: 2.40 nm
mean spacing of active donors: 0.96 nm
\end{verbatim}
